# Semicore electrons and plasmon-pole fits in a zinc oxide model

## What goes wrong

A GW calculation for zinc oxide may treat the Zn 3s, 3p and 3d electrons explicitly, because their exchange with the valence states matters. If the screened interaction is then described by a Hybertsen-Louie (HL) plasmon pole whose sum rule contains this full density, the pole can land where the system has no excitation. In the model below, the true excitations lie at 24 and 105 eV and the HL pole at 45 eV. The static screening is right, but its low-energy part has been moved to nearly twice its proper energy, and self-energy terms from intermediate states away from the band edge inherit the error.

The Godby-Needs (GN) fit puts its pole at 27 eV. It is also displaced, but by 12% of the low pole's energy instead of 86%. The two fits differ in how much a remote excitation counts.

## What the two fits demand

Atomic units are used in the algebra. Consider a diagonal element of the inverse dielectric matrix at wavevector $k$ (crystal momentum plus reciprocal lattice vector), with positive strengths $A_j$:

$$\epsilon^{-1}(\omega)=1+\sum_j\frac{A_j}{\omega^2-\omega_j^2}.$$

On the imaginary axis it is smooth, and two quantities are useful:

$$D(u)=1-\epsilon^{-1}(iu)=\sum_j\frac{A_j}{\omega_j^2+u^2},\qquad S=D(0)=\sum_j\frac{A_j}{\omega_j^2}.$$

The share of excitation $j$ in the static screening is $w_j=A_j/(S\omega_j^2)$, so that $\sum_jw_j=1$. Off-diagonal elements can have strengths of either sign, and the inequalities below do not cover them.

**The sum rule.** At large $u$, $D(u)\to\sum_jA_j/u^2$. In the random-phase approximation $\epsilon=1-v\chi_0$ with $v=4\pi/k^2$, so to order $1/u^2$ also $D(u)\to-v\chi_0(iu)$. For $N$ independent electrons in volume $V$, with $\rho=\sum_ie^{i\mathbf k\cdot\mathbf r_i}$ and excitation energies $E_{n0}=E_n-E_0$,

$$-\chi_0(iu)=\frac1V\sum_n\frac{2E_{n0}|\rho_{n0}|^2}{E_{n0}^2+u^2}\;\to\;\frac{1}{Vu^2}\sum_n2E_{n0}|\rho_{n0}|^2 .$$

The last sum is the expectation value of $\rho^\dagger[H,\rho]-[H,\rho]\rho^\dagger$, provided $\rho$ and $\rho^\dagger$ have equal transition sums, as time reversal ensures. A local potential commutes with $\rho$, so only the kinetic energy contributes. For one electron,

$$\rho^\dagger[H,\rho]=\tfrac12(\mathbf p+\mathbf k)^2-\tfrac12p^2=\mathbf k\cdot\mathbf p+\tfrac12k^2,$$
$$[H,\rho]\rho^\dagger=\tfrac12p^2-\tfrac12(\mathbf p-\mathbf k)^2=\mathbf k\cdot\mathbf p-\tfrac12k^2 .$$

The difference is $k^2$ per electron, and terms between different electrons commute. Multiplication by $v/V$ gives, with $n=N/V$,

$$\sum_jA_j=\frac{4\pi}{k^2}\,\frac{Nk^2}{V}=4\pi n .$$

Each electron treated explicitly enters with the same weight, however tightly it is bound.

**Hybertsen-Louie.** One pole with strength $\tilde A$ and energy $\tilde\omega$ must satisfy $\tilde A=4\pi n$ and $\tilde A/\tilde\omega^2=S$. Since $A_j=Sw_j\omega_j^2$,

$$\omega_{\rm HL}^2=\frac{4\pi n}{S}=\sum_jw_j\,\omega_j^2 .$$

**Godby-Needs.** The pole must reproduce $S$ and the computed value $D(E)$ at one imaginary energy $iE$. From $\tilde A=S\tilde\omega^2$ and $\tilde A=D(E)(\tilde\omega^2+E^2)$ it follows that

$$\omega_{\rm GN}^2=\frac{E^2D(E)}{S-D(E)} .$$

Now $D(E)=S\sum_jw_j\omega_j^2/(\omega_j^2+E^2)$ and $S-D(E)=S\sum_jw_jE^2/(\omega_j^2+E^2)$. Therefore

$$\omega_{\rm GN}^2=\frac{\sum_jg_j\,\omega_j^2}{\sum_jg_j},\qquad g_j=\frac{w_j}{\omega_j^2+E^2}.$$

## Why the semicore moves one pole and hardly the other

Both fits average the squared excitation energies. HL weights them by their static shares. A small share multiplied by a very large $\omega_j^2$ can still dominate this mean. GN divides each share by $\omega_j^2+E^2$, which removes that leverage when $\omega_j\gg E$.

For two excitations the displacements from the lower one are

$$\omega_{\rm HL}^2-\omega_1^2=w_2(\omega_2^2-\omega_1^2),\qquad
\omega_{\rm GN}^2-\omega_1^2=\frac{g_2}{g_1+g_2}(\omega_2^2-\omega_1^2).$$

Dividing the second by the first, and multiplying numerator and denominator by $(\omega_1^2+E^2)(\omega_2^2+E^2)$, gives

$$\frac{\omega_{\rm GN}^2-\omega_1^2}{\omega_{\rm HL}^2-\omega_1^2}
=\frac{\omega_1^2+E^2}{w_1\omega_2^2+w_2\omega_1^2+E^2}.$$

The denominator exceeds the numerator by $w_1(\omega_2^2-\omega_1^2)>0$, so in this model GN is displaced less at any finite $E$. The gain is large when $w_1\omega_2^2$ is much greater than both $\omega_1^2$ and $E^2$.

The choice of $E$ matters. As $E^2$ grows, $\ln g_j$ changes at the rate $-1/(\omega_j^2+E^2)$, which is least negative for the highest excitation. Weight shifts upward and $\omega_{\rm GN}$ rises. For $E\to\infty$ the factors $1/(\omega_j^2+E^2)$ become equal and GN turns into HL.

## A two-oscillator model of zinc oxide

Let the dielectric function contain a valence oscillator and a semicore oscillator:

$$\epsilon(\omega)=1+\sum_{k=1}^2\frac{\Omega_k^2}{\Delta_k^2-\omega^2},\qquad \Omega_k^2=4\pi n_k .$$

The excitations of $\epsilon^{-1}$ are the zeros of $\epsilon$, not the energies $\Delta_k$. They are found from the matrix $M_{kl}=\Delta_k^2\delta_{kl}+\Omega_k\Omega_l$. Inverting $M-\omega^2$, a diagonal matrix plus a product of vectors, gives

$$\Omega^{T}(M-\omega^2)^{-1}\Omega=\frac{\epsilon-1}{1+(\epsilon-1)}=1-\epsilon^{-1}(\omega).$$

Expanding the left side in eigenvectors $\mathbf v_j$ of $M$ shows that its eigenvalues are $\omega_j^2$ and that $A_j=(\Omega\cdot\mathbf v_j)^2$. These strengths are positive and add up to $\Omega_1^2+\Omega_2^2$, as the sum rule requires.

The volume per formula unit is taken as a rough 24 Å$^3$. Eight electrons (O 2s and 2p, Zn 4s) belong to the valence oscillator and eighteen (Zn 3s, 3p, 3d) to the semicore oscillator. The energies $\Delta_1=13$ eV and $\Delta_2=100$ eV are round model parameters. This is not a calculation of the crystal: real 3d strength is spread over a range of energies, part of it well below 100 eV. A single oscillator at 100 eV gives the shell a static polarizability of $18/\Delta_2^2=1.3$ atomic units, roughly half that of the free Zn$^{2+}$ ion, so the model understates the semicore screening.

The densities give $\Omega_1^2=459.6$ eV$^2$ and $\Omega_2^2=1034.1$ eV$^2$, together 1493.7 eV$^2$. The static values are

$$\epsilon(0)=1+\frac{459.6}{169}+\frac{1034.1}{10000}=3.823,\qquad S=1-\frac1{3.823}=0.738 .$$

Diagonalizing $M$ yields:

- a low excitation at 24.15 eV with strength 371.5 eV$^2$ and static share 0.863;
- a high excitation at 105.26 eV with strength 1122.2 eV$^2$ and static share 0.137.

The HL pole follows as

$$\omega_{\rm HL}=\sqrt{1493.7/0.7384}\ \text{eV}=45.0\ \text{eV}\quad(1.65\ \text{hartree}).$$

For GN, let $E$ be the plasma energy of the valence density, $E=\sqrt{459.6}$ eV $=21.4$ eV. Then $D(E)=0.4536$, and

$$\omega_{\rm GN}=\sqrt{\frac{459.6\times0.4536}{0.7384-0.4536}}\ \text{eV}\approx27.1\ \text{eV}\quad(0.99\ \text{hartree}).$$

Measured in squared energy, $\omega^2-\omega_1^2$, the displacement of GN is 0.10 of that of HL.

### Where the weight goes

The loss function $L(\omega)=-\operatorname{Im}\epsilon^{-1}(\omega)$ consists of peaks $(\pi A_j/2\omega_j)\,\delta(\omega-\omega_j)$. Hence $(2/\pi)\int_0^W d\omega\,L/\omega$ is the part of $S$ that comes from excitations below $W$. For $W=40$ eV it is 0.637 in the model. HL has nothing there. GN puts all of $S$, 0.738, below 40 eV, which is 16% more than the true low-energy amount.

GN pays for this with the sum rule. Its strength $S\omega_{\rm GN}^2$ corresponds to 9.4 electrons out of 26. The true low excitation carries 6.5, so the GN pole is an effective one that also stands for the static share of the high excitation.

### Isolating the cause

Keep $S$ as it is, and put only the eight valence electrons into the HL sum rule. The pole becomes $\sqrt{459.6/0.7384}$ eV $=24.9$ eV, close to the low excitation. The electron count is therefore what moved it.

A limiting case makes the point without any semicore screening. Let $\Delta_2\to\infty$ at fixed $\Omega_2$. At finite energies the semicore drops out of $\epsilon$, leaving $\omega_1^2=\Delta_1^2+\Omega_1^2$ and $S=\Omega_1^2/\omega_1^2$. GN sees a single pole and returns $\omega_1$. HL still counts all electrons:

$$\omega_{\rm HL}^2=\frac{\Omega_1^2+\Omega_2^2}{S}=\omega_1^2\left(1+\frac{n_2}{n_1}\right),\qquad
\frac{\omega_{\rm HL}}{\omega_1}=\sqrt{\frac{26}{8}}=1.80 .$$

Electrons that screen nothing displace the HL pole by 80%. A single pole cannot hold their strength at high energy while keeping the valence strength at low energy.

## What it does to the self-energy

Take $E_b$ at a band edge, and an intermediate state at distance $x\ge0$ from it. The correlation self-energy is $(i/2\pi)\int d\omega\,G(E_b+\omega)W_c(\omega)$, where the time-ordered $W_c$ is the bare interaction times

$$\sum_j\frac{A_j}{2\omega_j}\left[\frac1{\omega-\omega_j+i0}-\frac1{\omega+\omega_j-i0}\right].$$

For an empty intermediate state the pole of $G$ lies in the lower half plane. Closing the contour above picks up $\omega=-\omega_j$ and gives $-A_j/[2\omega_j(\omega_j+x)]$. For an occupied state, closing below picks up $\omega=\omega_j$ and gives the same magnitude with a plus sign. With $|M|^2$ the squared matrix element including the bare interaction, the contributions are $\mp|M|^2C(x)$, where

$$C(x)=\sum_j\frac{A_j}{2\omega_j(\omega_j+x)}=\frac S2\sum_jw_j\frac{\omega_j}{\omega_j+x}.$$

At $x=0$ this is $S/2$ in both fits. For $x>0$, the function $\sqrt y/(\sqrt y+x)$ is concave in $y=\omega_j^2$, so its value at the mean of $y$ exceeds the mean of its values. HL uses the value at the mean. It therefore overestimates $C(x)$ for every positive spectrum with more than one excitation energy.

For GN it helps to write $C$ on the imaginary axis. Partial fractions give $\int_0^\infty du\,x/[(x^2+u^2)(\omega_j^2+u^2)]=\pi/[2\omega_j(\omega_j+x)]$, hence

$$C(x)=\frac1\pi\int_0^\infty du\,\frac{x}{x^2+u^2}\,D(u).$$

So $C$ needs $D(u)$ only on the axis where GN is fitted. The error of the fit is

$$D_{\rm GN}(u)-D(u)=-\frac{Su^2}{\omega_{\rm GN}^2+u^2}\sum_jw_j\frac{\omega_j^2-\omega_{\rm GN}^2}{\omega_j^2+u^2}.$$

The sum vanishes at $u=E$, which is the GN condition. Relative to that case, each term is multiplied by $1+(E^2-u^2)/(\omega_j^2+u^2)$. For $u<E$ this factor favours the low excitations, whose terms are negative, so the error is positive. For $u>E$ the error is negative. The two parts partly cancel in $C$, but appreciably only at small $x$: the positive part offsets more than half of the negative one at $x=5$ eV, and only about 2% of it at 100 eV.

The errors relative to the two-pole value are:

| $x$ (eV) | true $C$ | HL error | GN error |
|---|---|---|---|
| 5 | 0.312 | +6% | −0.2% |
| 20 | 0.217 | +18% | −2% |
| 100 | 0.088 | +30% | −11% |

HL thus makes the terms from empty states too negative and those from occupied states too positive, at both band edges. The net change of the gap is a difference of such sums. It depends on the matrix elements, and this model does not determine its sign.

## Where GN loses its advantage

**High imaginary energy.** HL has the right coefficient of $1/u^2$, and GN does not. A numerical root search places the crossover at $u\approx97$ eV, above which HL describes $D(u)$ better. Quantities dominated by that range should not be judged by the low-energy pole.

**Semicore strength close to the valence excitation.** Changing $\Delta_2$ alone gives, in eV:

| $\Delta_2$ | low excitation | HL | GN |
|---|---|---|---|
| 40 | 20.4 | 44.0 | 34.1 |
| 60 | 22.7 | 44.6 | 30.0 |
| 100 | 24.1 | 45.0 | 27.1 |
| 200 | 24.8 | 45.1 | 25.6 |

The HL pole hardly moves, because $\Delta_2$ enters it only through $S$. At $\Delta_2=40$ eV the GN pole too is far from the low excitation, by 67%. There, however, the low excitation holds only 0.37 of the static screening and the upper one, at 53.4 eV, holds 0.63, so this distance no longer measures an error. The GN errors of $C$ at $x=5$, 20 and 100 eV are −0.1%, −2% and −10%, much as before, while those of HL fall to +3%, +7% and +9%. The advantage of GN shrinks because HL improves, and it is gone only at large $x$.

## What to do about it

1. **Do not put the full semicore density into an HL sum rule and expect a valence plasmon.** A valence-only count brings the pole back to the low excitation in this model, where the shells are well separated. It does not make the self-energy factor exact: $C$ is then too small, by 1.5% at $x=5$ eV and by 16% at 100 eV. Where 3d and valence excitations overlap, the count becomes a matter of choice.

2. **With GN, choose $E$ for the quantity wanted, and report it.** The valence plasma energy keeps the pole nearer the low excitation. The full density gives $E=38.6$ eV and moves the pole from 27.1 to 29.2 eV. In this model that changes the error of $C$ from −0.2% to +0.9% at $x=5$ eV, but from −2% to +1% at 20 eV and from −11% to −5% at 100 eV. The pole closest to the low excitation is therefore not always the best one for the self-energy.

3. **Repeat the GN fit at a second $E$.** For a single excitation the result does not depend on $E$; for several with positive strengths it rises with $E$. A marked drift shows that one pole is not enough, and the frequency integral should then be done numerically.

4. **In PAW, ask which sum rule the matrix elements obey.** The derivation above needed a local potential. In one dimension, a nonlocal term $D_p|p\rangle\langle p|$ with $\langle p|0\rangle=0$ changes the oscillator sum $\sum_n2E_{n0}|x_{n0}|^2$ from 1 to $1+2D_p\langle p|x|0\rangle^2$, because $2\langle xVx\rangle$ survives in the double commutator. For the well $x^2/2+x^4/10$ with $p=xe^{-x^2}$ and $D_p=1$, diagonalization on a grid gives 1.24. This example uses the bare operator $x$. In PAW the operator has augmentation terms as well, and with a complete set of partial waves they restore the all-electron matrix elements. With an incomplete set, or if they are left out, a deviation remains. A frozen core is a separate source of deviation, because transitions from the explicit electrons into the core states are missing from the sum. In either case, inserting the density of the explicit electrons can misstate the strength actually present. GN uses two computed values of $\epsilon^{-1}$ and does not need this input, though it inherits any error in those values.
